# Orthogonality of hydrogenic radial functions does not follow from Laguerre orthogonality, part 2

A quoted argument derives the orthogonality of hydrogenic $R_{nl}$ with equal $l$ and different $n$ from (8). The conclusion is correct, the proof is not: the radial overlap has weight power $\alpha+1$ and unequal polynomial arguments.

Hartree atomic units are used, with a fixed point charge $Z$, no relativity or spin, and real functions. With $u=rR$, $S_{ab}=\int_0^\infty u_au_b\,dr$ and $\langle r^{-p}\rangle_{ab}=\int_0^\infty u_au_b\,r^{-p}dr$, the radial equation is

$$u'' = 2\,[U(r) - E]\,u, \qquad U(r) = V(r) + \frac{l(l+1)}{2r^2}. \tag{1}$$

For $V=-Z/r$, put $E=-\zeta^2/2$, $x=2\zeta r$, $u=x^{l+1}e^{-x/2}y$:

$$x y'' + (\alpha + 1 - x)\,y' + k\,y = 0, \qquad \alpha = 2l+1, \qquad k = \frac{Z}{\zeta} - l - 1. \tag{3}$$

Bound states have $y\propto L_k^{\alpha}$ (Laguerre polynomials):

$$u_{nl}(r) = N_{nl}\; r\,(2\zeta r)^l\,e^{-\zeta r}\,L^{2l+1}_{n-l-1}(2\zeta r), \qquad \zeta = Z/n. \tag{6}$$

$$N_{nl}^2 = (2\zeta)^3\,\frac{(n-l-1)!}{2n\,(n+l)!}. \tag{11}$$

$$\int_0^\infty x^{\alpha}e^{-x}L_j^{\alpha}(x)L_k^{\alpha}(x)\,dx = \delta_{jk}\,\frac{(k+\alpha)!}{k!}. \tag{8}$$

$$\int_0^\infty x^{\alpha+1}e^{-x}L_j^{\alpha}L_k^{\alpha}\,dx = \begin{cases}(2k+\alpha+1)\,(k+\alpha)!/k!, & k = j,\\ -(j+\alpha+1)!/j!, & k = j+1,\\ 0, & k \ge j+2.\end{cases} \tag{10}$$

At common $l$ and $\zeta$ (charges $n\zeta$, $n'\zeta$), (8) gives $\langle r^{-1}\rangle_{ab}=0$ for $n'\ne n$, while for $n'=n+1$

$$S = -\frac12\sqrt{\frac{(n-l)(n+l+1)}{n(n+1)}}. \tag{12}$$

At equal $Z$,

$$u_{1s} = 2Z^{3/2}\,r\,e^{-Zr}, \qquad u_{2s} = \frac{Z^{3/2}}{\sqrt2}\,r\left(1 - \frac{Zr}{2}\right)e^{-Zr/2}. \tag{13}$$

$$\langle r^{-1}\rangle_{1s,2s} = \sqrt2\,Z^3\left[\frac{4}{9Z^2} - \frac Z2\cdot\frac{2\cdot 8}{27Z^3}\right] = \sqrt2\,Z\,\frac{12-8}{27} = \frac{4\sqrt2}{27}\,Z. \tag{14}$$

For shapes $re^{-ar}$ (1s, charge $a$) and $r(1-br)e^{-br}$ (2s, charge $2b$), with $s=a+b$,

$$\int_0^\infty r^2(1-br)e^{-sr}dr = \frac{2}{s^3} - \frac{6b}{s^4} = \frac{2(a-2b)}{s^4}, \tag{15}$$

In the final table lambda is $\lambda'=2\zeta_{2s}/(\zeta_{1s}+\zeta_{2s})$; the two Laguerre terms are $4(1-\lambda')$ and $-2\lambda'$.

For any two solutions of (1), $W=u_au_b'-u_bu_a'$ obeys

$$W(R) - W(0) = 2(E_a - E_b)\int_0^Ru_au_b\,dr - 2\int_0^R(U_a - U_b)\,u_au_b\,dr, \tag{18}$$

With $u=Ar^{l+1}f$, $f(0)=1$, $f'(0)=-Z/(l+1)$,

$$W = A_aA_b\left[(l_b - l_a)\,r^{l_a+l_b+1}f_af_b + r^{l_a+l_b+2}\,(f_af_b' - f_bf_a')\right]. \tag{19}$$

This starts no lower than $r^{2l+3}$ for equal $l$ and $Z$. For functions (6), $W$ vanishes at both ends, so

$$(E_a - E_b)\,S_{ab} + (Z_a - Z_b)\,\langle r^{-1}\rangle_{ab} = \tfrac12\,[\,l_a(l_a+1) - l_b(l_b+1)\,]\,\langle r^{-2}\rangle_{ab}. \tag{20}$$

Theorem: $S_{ab}=0$ for equal $Z$ and $l$, $n\ne n'$.

## 7. The numbers for hydrogen

Take hydrogen, $Z = 1$, at the level stated in point 1. The 1s state has $\zeta = 1$ bohr$^{-1}$ and $E = -0.5$ hartree ($-13.606$ eV), and the 2s state has $\zeta = 0.5$ bohr$^{-1}$ and $E = -0.125$ hartree ($-3.401$ eV), so $E_{1s} - E_{2s} = -0.375$ hartree. The figures in eV hold for infinite nuclear mass.

The Wronskian follows from (13). With $u_{1s}' = 2(1-r)e^{-r}$ and $u_{2s}' = [(1-r) - \tfrac12(r - \tfrac12r^2)]\,e^{-r/2}/\sqrt2$,

$$W = \sqrt2\,e^{-3r/2}\left[\left(r - \tfrac32r^2 + \tfrac14r^3\right) - \left(r - \tfrac32r^2 + \tfrac12r^3\right)\right] = -\frac{\sqrt2}{4}\,r^3e^{-3r/2}.$$

The first bracket comes from $u_{1s}u_{2s}'$ and the second from $u_{2s}u_{1s}'$, which contains $(r - \tfrac12r^2)(1-r)$. The terms in $r$ and $r^2$ cancel, as (19) requires for $l = 0$. Equation (18) then gives the partial overlap without integration,

$$\int_0^Ru_{1s}u_{2s}\,dr = \frac{W(R)}{2(-0.375)} = \frac{\sqrt2}{3}\,R^3e^{-3R/2}. \tag{21}$$

As a check, the derivative of the right side is $\sqrt2\,(R^2 - \tfrac12R^3)e^{-3R/2}$, which is $u_{1s}u_{2s}$. In the table $W$ comes from finite-difference derivatives and the overlap from quadrature. Since $u$ carries bohr$^{-1/2}$ and $u'$ carries bohr$^{-3/2}$, the unit of $W$ is bohr$^{-2}$; the label 1/bohr that the program prints after $W$ should be read as bohr$^{-2}$.

| $R$ (bohr) | $W(R)$ (bohr$^{-2}$) | overlap on $(0,R)$ |
|---|---|---|
| 1 | $-0.0788884$ | $0.1051846$ |
| 2 | $-0.1408191$ | $0.1877588$ |
| 4 | $-0.0560878$ | $0.0747837$ |
| 10 | $-0.0001082$ | $0.0001442$ |

The partial overlap is stationary where its derivative $u_{1s}u_{2s}$ vanishes, which is the node of 2s at $R = 2$ bohr. There $W = u_{1s}u_{2s}'$ alone:

$$W(2) = 0.541341 \times (-0.260130) = -0.140819\ \text{bohr}^{-2}, \qquad \frac{-0.140819}{-0.75} = 0.187759 .$$

The region outside the node contributes $-0.187759$, and quadrature of the whole integral returns a magnitude of $1.2\times10^{-16}$, which is rounding error. For the same pair $\langle r^{-1}\rangle = 0.209513$ bohr$^{-1}$, the value of $4\sqrt2/27$ in (14).

The pair to which Laguerre orthogonality does apply is the 1s function of H and the 2s function of He$^+$, taken about a common centre. Both have $\zeta = 1$ bohr$^{-1}$ and $E = -0.5$ hartree. Equation (13) with $Z = 2$ gives $u = 2r(1-r)e^{-r}$, so with $s = 2$

$$\langle r^{-1}\rangle = 4\left(\frac14 - \frac28\right) = 0, \qquad S = 4\left(\frac28 - \frac{6}{16}\right) = -\frac12,$$

in agreement with (12). Quadrature gives $1.9\times10^{-16}$ bohr$^{-1}$ in magnitude for the first, again rounding error, and $-0.5$ for the second. The pattern of zero and nonzero integrals is the reverse of that for the two hydrogen states.

## 8. The conditions of the theorem

**Equal $l$.** For equal $Z$ and different $l$, (20) keeps its right side, and the radial functions are in general not orthogonal. The full wavefunctions are orthogonal through their spherical harmonics. For hydrogen, (6) and (11) give $u_{2p} = r^2e^{-r/2}/(2\sqrt6)$. With 1s as $a$ and 2p as $b$ the product is $r^3e^{-3r/2}/\sqrt6$, so $\langle r^{-2}\rangle = (4/9)/\sqrt6 = 0.181444$ bohr$^{-2}$ and $S = 6\,(2/3)^4/\sqrt6 = 0.483850$. The factor on the right of (20) is $\tfrac12[0 - 2] = -1$, and indeed $-0.181444/(-0.375) = 0.48385$. For equal $n$ the energies agree, and (20) gives $\langle r^{-2}\rangle_{ab} = 0$ while leaving $S$ undetermined. For 2s and 2p the product is $r^3(1 - r/2)e^{-r}/(4\sqrt3)$, so $\langle r^{-2}\rangle \propto 1! - \tfrac12\,2! = 0$ and $S = (6 - 12)/(4\sqrt3) = -\sqrt3/2 = -0.866025$.

**The same potential.** If each orbital is given its own effective charge, (20) at equal $l$ yields $S_{ab} = -(Z_a - Z_b)\langle r^{-1}\rangle_{ab}/(E_a - E_b)$ for $E_a \ne E_b$, which vanishes only if $\langle r^{-1}\rangle_{ab}$ happens to. The polynomials keep their degrees and their upper index, so the quoted argument would still declare such orbitals orthogonal. Equation (15) shows for the 1s and 2s shapes that they are not. More generally, when the potential depends on the state or on the energy the last term of (18) remains and orthogonality is no longer guaranteed. A difference that is only a constant is harmless, since it shifts the energy and leaves the function unchanged.

**The condition at the origin.** Near $r = 0$ the centrifugal term in (1) allows the powers $r^{l+1}$ and $r^{-l}$. For $l \ge 1$ the second is not square integrable and is excluded by normalizability. For $l = 0$ it is a constant and is square integrable, so $u(0) = 0$ is a separate requirement. Its physical source is that $u(0) \ne 0$ makes $\psi \propto 1/r$, and $\nabla^2(1/r) = -4\pi\delta^3(\mathbf r)$ puts a term in the Schrödinger equation that the Coulomb potential does not balance. The theorem fails without this requirement, and (18) says by how much.

Take $l = 0$, $Z = 1$, $\zeta = 1/\nu$, $E_\nu = -1/(2\nu^2)$, $z = 2r/\nu$ and $w = z\,e^{-z/2}y(z)$. By (3), $zy'' + (2-z)y' - c\,y = 0$ with $c = 1-\nu$. For $c>0$ define

$$y(z) = \frac{1}{\Gamma(c)}\int_0^\infty e^{-zt}\,t^{c-1}(1+t)^{1-c}\,dt .$$

Each $d/dz$ brings down $-t$, so the differential operator multiplies the integrand by $zt^2 + zt - 2t - c$. The product equals $-\frac{d}{dt}[e^{-zt}t^c(1+t)^{2-c}]$, as differentiation shows, and the bracket vanishes at both ends, so $y$ is a solution. One integration by parts, with $c\,\Gamma(c) = \Gamma(c+1)$, gives

$$y(z) = \frac{1}{\Gamma(c+1)}\int_0^\infty e^{-zt}\,t^c\left[z(1+t)^{1-c} - (1-c)(1+t)^{-c}\right]dt .$$

This form converges for $c>-1$ and is analytic in $c$ there. The residual of the differential equation is then an analytic function of $c$ that vanishes for $c>0$, so it vanishes for $c>-1$. The function is the confluent hypergeometric function $U(c,2,z)$ of Tricomi (not the potential $U$). For large $z$ small $t$ dominates, the first term gives $z\cdot z^{-c-1}$, and $w \sim z^{\nu}e^{-z/2}$ decays. For small $z$ put $\sigma = zt$:

$$z\,y = \frac{1}{\Gamma(c+1)}\int_0^\infty e^{-\sigma}\left[\sigma\left(1 + \frac z\sigma\right)^{1-c} - (1-c)\left(1 + \frac z\sigma\right)^{-c}\right]d\sigma \;\to\; \frac{1 - (1-c)}{\Gamma(c+1)} = \frac{1}{\Gamma(c)} .$$

Thus $w(0) = 1/\Gamma(1-\nu)$ for $0 < \nu < 2$. It is zero at $\nu = 1$, where $\Gamma$ has a pole and $w$ becomes the 1s function, and nonzero elsewhere in the range.

Apply (18) with $u_a = u_{1s}$ and $u_b = w$. Near the origin (1) gives $w'' \approx -2w(0)/r$, so $w' \approx -2w(0)\ln r$, and $u_{1s}w'$ vanishes like $r\ln r$. The other term survives, $W(0) = -w(0)\,u_{1s}'(0)$. With $W(\infty) = 0$ and equal potentials,

$$\int_0^\infty u_{1s}\,w\,dr = \frac{w(0)\,u_{1s}'(0)}{2\,(E_{1s} - E_\nu)}. \tag{22}$$

For $\nu = 1.5$, $E_\nu = -0.222222$ hartree and $w(0) = 1/\Gamma(-\tfrac12) = -1/(2\sqrt\pi) = -0.282095$, while $u_{1s}'(0) = 2$ bohr$^{-3/2}$. Then

$$\frac{-0.282095 \times 2}{2\,(-0.5 + 0.222222)} = \frac{-0.564190}{-0.555556} = 1.01554\ \text{bohr}^{1/2},$$

and quadrature of the left side gives $1.01554$ bohr$^{1/2}$. The norm of $w$ is $1.62431$ bohr$^{1/2}$, so the normalized overlap is $1.01554/1.62431 = 0.62521$. Two square-integrable solutions of the same radial equation at different energies are not orthogonal when one obeys $u(0) = 0$ and the other violates it. By (22) the overlap with the unnormalized $w$ is proportional to the ratio of $w(0)$ to the energy difference; the normalized overlap depends on the norm of $w$ as well. Both overlaps are large in this example and tend to zero as $\nu \to 2$, where $w(0)$ vanishes and the energy difference does not. As $\nu \to 1$, $w(0)$ and the energy difference vanish together while their ratio stays finite, $w$ becomes the 1s function, and both overlaps tend to one.

**The condition at the outer end.** What is needed is $W \to 0$. It holds between a bound state and a continuum state of positive energy, since the bound function and its derivative decay exponentially while the continuum function and its derivative stay bounded. It holds at a hard wall at finite $R$, where both functions vanish. Between two continuum states $W(R)$ oscillates without a limit, and orthogonality holds only in the sense of a delta function in energy, which is not treated here.

**Real potential.** The identity (18) contains no complex conjugation. For a complex potential and decaying solutions it still gives $\int u_au_b\,dr = 0$, but that is no longer the quantum-mechanical scalar product $\int u_a^*u_b\,dr$. For real $V$ the bound $u$ can be chosen real and the two coincide.

## 9. The polynomials are not needed

The derivation of (18) assumed nothing about $V$. For any real local central potential, two bound solutions of equal $l$ and different energy are orthogonal, provided both vanish at the origin with finite slope and decay with their derivatives at infinity, since then $W$ vanishes at both ends. A case with no Laguerre polynomials tests the claim that the equation, and not the polynomial, is the cause.

Take the model potential $V = -e^{-\mu r}/r$ with the round value $\mu = 0.1$ bohr$^{-1}$ and $l = 0$. The two lowest states were found by shooting: (1) is integrated outward from the regular behaviour at the origin and inward from exponential decay, and $E$ is adjusted until the two pieces join smoothly. No symmetric matrix is diagonalized, so orthogonality is not built in. The states with no node and with one node have $E = -0.407058$ and $E = -0.049928$ hartree. Their computed overlap has magnitude $3.3\times10^{-13}$, well inside the bound of $10^{-8}$ that the test sets to allow for integration error.

The same quadrature returns a nonzero overlap when the potentials differ. Let $a$ be the screened 1s state and $b$ the 2s state of hydrogen, both positive near the origin, so that $V_a - V_b = (1 - e^{-\mu r})/r$. Equation (18) with vanishing boundary terms predicts $S_{ab} = \int(V_a - V_b)u_au_b\,dr/(E_a - E_b)$. The integral is $0.00182621$ hartree, the energy difference is $-0.407058 + 0.125 = -0.282058$ hartree, and

$$\frac{0.00182621}{-0.282058} = -0.0064746,$$

which is the overlap found by direct quadrature, $-0.0064746$.

The smallness of this number follows from an expansion in $\mu$. Since $V_a - V_b = \mu - \tfrac12\mu^2r + O(\mu^3)$, the constant term contributes $\mu S_{ab}$ and can be moved to the left: $(E_a - \mu - E_b)S_{ab} = -\tfrac12\mu^2\langle r\rangle_{ab} + O(\mu^3)$. A constant shift of the potential moves the energy and leaves the function alone, so $E_a - \mu \to -\tfrac12$ and $u_a \to u_{1s}$ as $\mu \to 0$. From (13), $\langle r\rangle_{1s,2s} = \sqrt2\,[6(2/3)^4 - 12(2/3)^5] = -32\sqrt2/81$, and to leading order

$$S_{ab} = \frac{-\tfrac12\mu^2\,(-32\sqrt2/81)}{-3/8} = -\frac{128\sqrt2}{243}\,\mu^2 .$$

The overlap is negative and of second order in $\mu$, and it vanishes in the Coulomb limit as the theorem requires. At $\mu = 0.1$ bohr$^{-1}$ this term has the sign and the order of magnitude of the computed value. The higher terms were not evaluated, and the expansion is not among the program's tests.

## 10. Checks and recommendation

The numerical check asserts, among other tests, (8) and (10) in exact arithmetic for $\alpha = 1, 3, 5$ (lower degree at most 4, degrees differing by at most 3), the identities (18) and (20) by quadrature for all pairs of states with $n \le 4$ and $Z = 1, 2, 3$, and (22) for $\nu = 1.5$. For $l = 0, 1, 2$ and $n < n' \le 6$ it also finds in exact arithmetic that $S = 0$ at equal charge, that $\langle r^{-1}\rangle \ne 0$ for the same pairs, and that $S \ne 0$ when the charge of the state $n'$ is changed from $2$ to $2.1$. The last two statements are established for those pairs and that one detuning only. Other unequal charges can restore $S = 0$: by the last line of (10) it vanishes at a common $\zeta$ whenever $n' \ge n+2$.

The conclusion of the argument may stand, but the paragraph that supports it should be replaced by the following.

> The functions $u_{nl}$ and $u_{n'l}$ solve the radial equation with the same $U(r)$. Their Wronskian obeys $W' = 2(E_n - E_{n'})\,u_{nl}u_{n'l}$, and it vanishes at the origin at least as fast as $r^{2l+3}$ and exponentially at infinity. Hence $(E_n - E_{n'})\int_0^\infty R_{nl}R_{n'l}\,r^2dr = 0$, and the integral vanishes for $n \ne n'$.

A Laguerre integral may be cited for the normalization constant, and the one to cite is the diagonal line of (10), with weight $x^{\alpha+1}e^{-x}$.

## Table of computed values

```
zeta(H 1s) = 1 1/bohr
E(H 1s) = -0.500000 hartree = -13.60569 eV
zeta(H 2s) = 0.5 1/bohr
E(H 2s) = -0.125000 hartree = -3.40142 eV
zeta(He+ 2s) = 1 1/bohr
E(He+ 2s) = -0.500000 hartree = -13.60569 eV
E(1s) - E(2s) = -0.375 hartree
R = 1 bohr: W = -0.0788884 1/bohr, overlap(0,R) = 0.1051846
R = 2 bohr: W = -0.1408191 1/bohr, overlap(0,R) = 0.1877588
R = 4 bohr: W = -0.0560878 1/bohr, overlap(0,R) = 0.0747837
R = 10 bohr: W = -0.0001082 1/bohr, overlap(0,R) = 0.0001442
u_1s(2) = 0.54134113 bohr^-1/2
u_2s'(2) = -0.26013005 bohr^-3/2
overlap(2,inf) H 1s,2s = -0.18775879
|overlap H 1s, H 2s| = 1.2e-16
<1/r> H 1s, H 2s = 0.20951312 1/bohr
lambda where Laguerre terms cancel = 0.66666667
L0-L0 term = 1.3333333
L0-L1 term = -1.3333333
overlap H 1s, He+ 2s = -0.5
|<1/r> H 1s, He+ 2s| = 1.9e-16 1/bohr
radial overlap H 1s, 2p = 0.48384983
<1/r^2> H 1s, 2p = 0.18144368 1/bohr^2
radial overlap H 2s, 2p = -0.8660254
|<1/r^2> H 2s, 2p| = 1.5e-17 1/bohr^2
nu = 1.5
E(nu) = -0.22222222 hartree
w(0) = -0.28209479
u_1s'(0) = 2 bohr^-3/2
overlap 1s, w (w unnormalised) = 1.0155413 bohr^1/2
norm of w = 1.6243114 bohr^1/2
normalised overlap 1s, w = 0.62521338
mu = 0.1 1/bohr
screened E(1s) = -0.40705803 hartree
screened E(2s) = -0.049928271 hartree
|overlap screened 1s, 2s| = 3.3e-13
<Va - Vb> screened 1s, H 2s = 0.0018262056 hartree
E(screened 1s) - E(H 2s) = -0.28205803 hartree
overlap screened 1s, H 2s = -0.0064745742
```
